# Simple mixing in density functional perturbation theory: stability bound and optimal step

## Definitions and conventions

A Kohn–Sham system has the local potential \(V=V_{\rm ext}+V_{\rm Hxc}[n]\), where \(n\) is the density and \(V_{\rm Hxc}\) contains the Hartree, exchange and correlation potentials. A small static perturbation \(w\) is added to \(V_{\rm ext}\) at fixed electron number. To first order the total potential changes by \(v\) and the density by \(\delta n\):

\[
\delta n=\chi_0 v,\qquad v=w+K\,\delta n .
\]

Here \(\chi_0\) is the response of independent electrons to the total potential, and \(K=\delta V_{\rm Hxc}/\delta n\) is taken at the unperturbed density. Functions live on a finite grid, so \(\chi_0\) and \(K\) are real matrices; grid-volume factors are absorbed into the products. Inserting the first relation into the second gives

\[
\varepsilon v=w,\qquad \varepsilon=1-K\chi_0 .
\]

The eigenvalues of the dielectric matrix \(\varepsilon\) are called \(\lambda\), the extreme ones \(\lambda_{\min}\) and \(\lambda_{\max}\), and \(\kappa=\lambda_{\max}/\lambda_{\min}\).

Two properties of the ingredients are needed.

- \(K\) is symmetric, because it is the second derivative of the energy \(E_{\rm Hxc}[n]\).
- \(\chi_0\) is symmetric and negative semidefinite. The energy of independent electrons is \(E_s[V]=\min_\gamma {\rm Tr}\,\gamma(T+V)\), with \(T\) the kinetic energy and \(\gamma\) an allowed one-particle density matrix. A minimum of functions linear in \(V\) is concave in \(V\). Its first derivative is \(n\), so its second derivative is \(\chi_0\), assuming that this derivative exists.

Rydberg atomic units are used: lengths in bohr, energies in Ry, kinetic energy \(k^2\), and \(e^2=2\).

## The naive scheme and its failure

The matrix \(\varepsilon\) need not be stored. A program takes a trial \(v_n\), solves linear equations for the first-order orbitals, and obtains \(\chi_0v_n\). The obvious scheme feeds the result straight back:

\[
v_{n+1}=w+K\chi_0v_n .
\]

The solution satisfies \(v=w+K\chi_0v\). Subtracting this, the error \(e_n=v_n-v\) obeys

\[
e_{n+1}=K\chi_0e_n=(1-\varepsilon)e_n .
\]

An error along an eigenvector of \(\varepsilon\) is multiplied by \(1-\lambda\) in each step.

For the metal film treated below, \(\lambda_{\max}=46.61\). The factor is then \(1-46.61=-45.61\): the error changes sign and grows about 46-fold per step. Physically, the electrons respond to an unscreened error in the potential, and the potential they create overshoots the correction by this factor. The next step responds to the overshoot.

For this mode the correction \(-\lambda e_n\) has the right direction and the wrong length. This suggests taking only a fraction \(\alpha\) of the proposed change:

\[
v_{n+1}=v_n+\alpha\,(w+K\chi_0v_n-v_n)=v_n+\alpha\,(w-\varepsilon v_n).
\]

Since \(w=\varepsilon v\), the bracket equals \(-\varepsilon e_n\), and therefore

\[
e_{n+1}=(1-\alpha\varepsilon)\,e_n .
\]

Each eigenvector now has the factor \(1-\alpha\lambda\). The choice of \(\alpha\) depends on where the \(\lambda\) can lie, and \(\varepsilon\) is not a symmetric matrix, so this has to be settled first.

## The spectrum is real

Because \(-\chi_0\) is symmetric and positive semidefinite, it has a symmetric square root \(B\), with \(-\chi_0=B^2\). Then

\[
\varepsilon=1+KB^2,\qquad S=1+BKB ,
\]

where \(S\) is symmetric. The two matrices have the same eigenvalues, as the following comparison of \(KB^2\) and \(BKB\) shows.

- Let \(KB^2u=\mu u\) with \(\mu\neq0\) and \(u\neq0\). Then \(y=Bu\) is not zero, since otherwise \(\mu u=KBy=0\). Multiplying by \(B\) gives \(BKB\,y=\mu y\).
- Let \(BKB\,y=\mu y\) with \(\mu\neq0\) and \(y\neq0\). Then \(u=KBy\) is not zero, since \(Bu=\mu y\). Moreover \(KB^2u=KB(\mu y)=\mu u\).
- The value \(\mu=0\) occurs in both or in neither, because both determinants equal \(\det K\,(\det B)^2\).

Hence every \(\lambda\) is real.

The sign of the \(\lambda\) is a question of physics. Let \(T_s[n]\) be the kinetic energy of independent electrons. At their ground state \(\delta T_s/\delta n={\rm const}-V\). A density change \(\delta n=\chi_0v\) that conserves the electron number therefore changes \(T_s\) at second order by \(-\tfrac12 v\cdot\delta n\). With \(z=Bv\) we have \(\delta n=-Bz\), and this term is \(\tfrac12 z\cdot z\). The interaction adds \(\tfrac12\,\delta n\cdot K\delta n=\tfrac12 z\cdot BKBz\). The first-order terms cancel at the ground state, which leaves

\[
\delta^2E=\tfrac12\,z\cdot S z .
\]

Vectors \(z=Bv\) have no component in the null space of \(B\), but there \(S=1\), which is positive anyway. So all \(\lambda\) are positive if and only if the energy rises at second order for every such density change. This is the stability assumed from here on.

One eigenvalue is known beforehand. A constant potential does not change the density at fixed electron number, so \(\chi_0\) annihilates it and \(\varepsilon\) returns it unchanged. Thus \(\lambda=1\) is in the spectrum, and \(\lambda_{\min}\le1\le\lambda_{\max}\).

## The stability bound

Define the largest error factor

\[
\rho(\alpha)=\max_\lambda|1-\alpha\lambda| .
\]

**Necessity.** Start from \(v_0=v+u\), where \(u\) is an eigenvector with eigenvalue \(\lambda\). Then \(e_n=(1-\alpha\lambda)^nu\), which tends to zero only if \(|1-\alpha\lambda|<1\), that is \(0<\alpha\lambda<2\). All \(\lambda\) are positive, so convergence from every start requires

\[
0<\alpha<\frac{2}{\lambda_{\max}} .
\]

**Sufficiency.** It is not assumed that \(\varepsilon\) has a complete set of eigenvectors. Written out, the error equation is

\[
e_{n+1}=(1-\alpha)e_n-\alpha KB^2e_n .
\]

Multiply by \(B\) and set \(y_n=Be_n\):

\[
y_{n+1}=(1-\alpha)y_n-\alpha BKB\,y_n=(1-\alpha S)\,y_n .
\]

Since \(S\) is symmetric, its eigenvectors are orthogonal and no transient growth is possible:

\[
\|y_n\|\le\rho^n\|y_0\| .
\]

This controls the density error \(\chi_0e_n=-By_n\). For the potential, use \(|1-\alpha|\le\rho\), which holds because 1 is an eigenvalue. With \(C=\alpha\|KB\|\,\|y_0\|\),

\[
\|e_{n+1}\|\le\rho\|e_n\|+C\rho^n
\quad\Rightarrow\quad
\|e_n\|\le\rho^n\|e_0\|+nC\rho^{n-1}.
\]

The implication follows by applying the left inequality \(n\) times: each application adds one term \(C\rho^{n-1}\). For \(\rho<1\) the right side tends to zero. Inside the interval above, every \(|1-\alpha\lambda|\) is below one, so \(\rho<1\) and the iteration converges from every start.

At \(\alpha=2/\lambda_{\max}\) the top mode has the factor \(-1\): its error alternates in sign and keeps its size. Above the bound it alternates and grows.

For a perturbation with a nonzero wave vector in a crystal, the matrices are complex and "symmetric" becomes "Hermitian". The constant potential is then not among the allowed functions, and 1 need not be an eigenvalue. If \(\chi_0\) has a null vector, 1 is an eigenvalue and the proof stands; if it has none, \(B\) is invertible and \(e_n=B^{-1}y_n\) converges with \(y_n\). The bound is the same.

## The best fixed parameter

For given \(\alpha\), the function \(|1-\alpha\lambda|\) is convex in \(\lambda\), so its maximum over the spectrum lies at an end:

\[
\rho(\alpha)=\max\bigl(|1-\alpha\lambda_{\min}|,\ |1-\alpha\lambda_{\max}|\bigr).
\]

A small \(\alpha\) leaves the lowest mode slow, with factor \(1-\alpha\lambda_{\min}\). A large \(\alpha\) makes the top mode overshoot, with factor \(-(\alpha\lambda_{\max}-1)\). The first size falls with \(\alpha\) and the second rises. The best choice makes them equal:

\[
1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1
\quad\Rightarrow\quad
\alpha^*=\frac{2}{\lambda_{\min}+\lambda_{\max}} .
\]

Below \(\alpha^*\), \(\rho\) is at least \(1-\alpha\lambda_{\min}\), which exceeds its value at \(\alpha^*\). Above \(\alpha^*\), \(\rho\) is at least \(\alpha\lambda_{\max}-1\), which does too. So this is the minimum, and

\[
\rho^*=1-\frac{2\lambda_{\min}}{\lambda_{\min}+\lambda_{\max}}
=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}
=\frac{\kappa-1}{\kappa+1}.
\]

If all \(\lambda\) are equal, \(\rho^*=0\). With 1 in the spectrum they then all equal 1, and \(\alpha^*=1\): the naive scheme is right when the density change has no effect on the potential. For \(\kappa\gg1\),

\[
-\ln\rho^*=\ln\frac{1+1/\kappa}{1-1/\kappa}\approx\frac{2}{\kappa},
\]

so reducing \(\|y\|\) by a factor \(\eta\) takes at most about \((\kappa/2)\ln(1/\eta)\) steps.

The optimum lies close to the edge of stability when \(\kappa\) is large, since

\[
\frac{\alpha^*}{2/\lambda_{\max}}=\frac{\kappa}{\kappa+1}.
\]

The two sides are also unequal. Below \(\alpha^*\), \(\rho\) changes with slope \(-\lambda_{\min}\); just above it, with slope \(+\lambda_{\max}\). A parameter slightly too small costs little, while one slightly too large can destroy convergence.

## A metal film

The model is a film of electrons between hard walls at \(x=0\) and \(x=L=30\) bohr, uniform along the other two directions. Its Kohn–Sham potential is flat inside, and the Fermi energy lies \(\mu=0.25\) Ry above it, so \(k_F=\sqrt\mu=0.50\) bohr\(^{-1}\). The external potential is whatever makes this flat potential self-consistent; its form is not needed. The kernel contains the Hartree term and local-density exchange, without correlation: \(K(x,x')=-4\pi|x-x'|+\delta(x-x')\,dv_{\rm x}/dn\) with \(v_{\rm x}=-2(3n/\pi)^{1/3}\). This form also fixes the additive constant of the Hartree potential. The eigenvalues and \(\|Be_n\|\) do not depend on that constant, but the norms of \(v\) and of the residual quoted below do.

An orbital \(\phi_i(x)\) of energy \(\epsilon_i\), combined with free motion along the film, forms a subband. It is filled for \(k^2<\mu-\epsilon_i\). With two spins, its number of electrons per area is

\[
f_i=\frac{2\,\pi(\mu-\epsilon_i)}{(2\pi)^2}=\frac{\mu-\epsilon_i}{2\pi}.
\]

All numbers below are computed on a grid of spacing 0.25 bohr with the three-point second derivative. Four subbands are occupied, at 0.0110, 0.0439, 0.0986 and 0.1753 Ry, slightly below the continuum values \((i\pi/L)^2\), which are 0.0987 and 0.1755 Ry for the upper two. The differences \(\mu-\epsilon_i\) add up to 0.6712 Ry, which gives \(0.6712/(2\pi)=0.1068\) electrons per bohr\(^2\).

For a perturbation that depends on \(x\) alone, one application of \(\chi_0\) means solving, for each occupied subband,

\[
(H-\epsilon_i)\,\delta\phi_i=-(v-v_{ii})\,\phi_i,\qquad \delta\phi_i\perp\phi_i ,
\]

with \(H=-d^2/dx^2\) between the walls and \(v_{ii}=\langle\phi_i|v|\phi_i\rangle\). Then

\[
\delta n=\sum_i\left(2f_i\phi_i\,\delta\phi_i+\delta f_i\,\phi_i^2\right),\qquad
\delta f_i=\frac{\delta\mu-v_{ii}}{2\pi}.
\]

Fixed electron number requires \(\sum_i\delta f_i=0\), so \(\delta\mu\) is the mean of \(v_{ii}\) over the occupied subbands.

The extreme eigenvalues are \(\lambda_{\min}=0.9413\) and \(\lambda_{\max}=46.61\), hence \(\kappa=49.52\). These are values on this grid. Halving the spacing gives \(\lambda_{\max}=46.58\), and the continuum limit is 46.57 (\(\kappa=49.48\)), a shift of 0.1%; \(\lambda_{\min}\) keeps its four digits. The formulas give

\[
\frac{2}{\lambda_{\max}}=0.0429,\qquad
\alpha^*=\frac{2}{0.9413+46.61}=0.0421,\qquad
\rho^*=\frac{48.52}{50.52}=0.9604 .
\]

The optimum is 2% below the stability bound. A numerical search between 0.5 and 1.1 times the bound, which measures the error factor from high powers of the iteration matrix rather than from eigenvalues, finds the same \(\alpha^*\) and \(\rho^*\) to the digits shown.

For an error reduction by \(10^{-6}\), the guaranteed number of steps is

\[
\frac{\ln10^6}{-\ln0.9604}\approx342 .
\]

With \(w=(x/L)^2\) Ry and the start \(v_0=0\), the run needs 323 steps, the error being \(\|Be_n\|\) relative to its initial value. It is below the guarantee, which covers the worst start. Half the optimal parameter needs 609 steps. At 1.02 times the bound, the error after 100 steps is 21 times the initial one, and after 500 steps \(1.4\times10^8\) times.

The first-order potential itself was also compared with a central difference of two full nonlinear self-consistent calculations in weak fields \(\pm hw\). They agree to \(4\times10^{-7}\), relative to the norm of \(v\).

## Why the largest eigenvalue is so large

For a slow potential wave in a bulk metal, the Thomas–Fermi approximation gives \(\delta n=-Dv\) with \(D=dn/d\mu\). From \(n=k_F^3/(3\pi^2)\) and \(\mu=k_F^2\),

\[
D=\frac{k_F^2/\pi^2}{2k_F}=\frac{k_F}{2\pi^2}.
\]

Poisson's equation with \(e^2=2\) is \(v_{\rm H}''=-8\pi\,\delta n\), so the Hartree kernel for wave number \(G\) is \(8\pi/G^2\). For small \(G\) it outweighs exchange, which stays finite. Therefore

\[
\lambda(G)\approx1+\frac{8\pi D}{G^2}=1+\frac{4k_F}{\pi G^2}.
\]

In the film \(\delta n\) has zero total charge, so its Hartree field vanishes at both walls. The longest wave with zero slope there is \(\cos(\pi x/L)\), with \(G=\pi/L\). The computed top mode has an overlap of 0.999 with it. The mode moves charge from one side of the film to the other, and its growth during an iteration is called charge sloshing. The estimate is

\[
\lambda_{\max}\approx1+\frac{4k_F}{\pi}\left(\frac{L}{\pi}\right)^2=59 ,
\]

against the computed 46.6. The estimate is 27% above the computed value at 30 bohr, 12% at 60 bohr and 5% at 120 bohr. The gap comes from the walls. At distance \(x\) from a hard wall the orbitals are \(\sin kx\), and the local response is \(dn/d\mu=D\,[1-\sin(2k_Fx)/(2k_Fx)]\); the missing part integrates to \(D\,\pi/(4k_F)\). Each wall thus removes a layer of width \(\pi/(4k_F)\), and replacing \(L\) by \(L-\pi/(2k_F)\) in the estimate gives 47.5, 209.5 and 881.9, which exceed the computed values by 2%, 0.4% and less than 0.1%. The small number of subbands matters little: a ring of length \(2L\), with the same level spacing and no walls, gives 58.8 in the Hartree approximation at \(L=30\) bohr.

The computed \(\lambda_{\max}\) rises from 46.6 to 209 and 882 at these thicknesses, while \(\lambda_{\min}\) stays at 0.94. The best error factor worsens from 0.960 to 0.991 and 0.998. Simple mixing in such a metal film thus needs a number of steps that grows roughly as \(L^2\), even with the best \(\alpha\).

## Choosing the parameter without the spectrum

A run that diverges measures \(\lambda_{\max}\). Once the top mode dominates, the error alternates in sign and grows by \(g=\alpha\lambda_{\max}-1\) per step, so

\[
\lambda_{\max}=\frac{1+g}{\alpha}.
\]

The residual \(w-\varepsilon v_n=-\varepsilon e_n\) grows by the same factor and is available without knowing the solution. In the run at 1.02 times the bound, \(\alpha=1.02\times2/46.614=0.04376\), and the error grows from 20.92 to \(1.361\times10^8\) in 400 steps. This gives \(g=(6.51\times10^6)^{1/400}=1.040\) and \(\lambda_{\max}=2.040/0.04376=46.6\).

The lower end can be replaced by the known eigenvalue 1, which gives \(\alpha=2/(1+\lambda_{\max})\). This is below the stability bound. When 1 is in the spectrum, as it is for the film, \(\lambda_{\min}\le1\), so this value does not exceed \(\alpha^*\) and its factor is \(1-\alpha\lambda_{\min}\). For the film, \(\alpha=0.0420\) and the factor is 0.9605 instead of 0.9604, a negligible loss.

Two situations can mislead this diagnosis.

**A symmetric perturbation.** The top mode of the film is odd about the centre. With an even source and the start \(v_0=0\), exact arithmetic would never excite it, and \(\alpha\) could exceed the bound. At 1.05 times the bound with \(w=\cos(2\pi x/L)\) Ry, the residual does fall, to \(2\times10^{-5}\) of its initial norm at step 247. Rounding errors have meanwhile seeded the odd mode, which grows by 1.10 per step, and the residual reaches \(3\times10^{34}\) at the last step, 1199. The depth and step of the minimum and the final value depend on the rounding and change with the order of the arithmetic; the growth factor does not. A falling residual is therefore no proof that \(\alpha\) is below the bound.

**An unstable ground state.** If \(\lambda_{\min}<0\), then \(1-\alpha\lambda_{\min}>1\) for every \(\alpha>0\), while a negative \(\alpha\) amplifies the mode with \(\lambda=1\). No parameter works. Multiplying the exchange kernel of the film by 20, an artificial change, gives \(\lambda_{\min}=-8.8\), and the iteration diverges at all four positive parameters tested. The growth of this mode does not alternate in sign, which distinguishes it from overshoot. Reducing \(\alpha\) slows the divergence but cannot remove it.

For a stable metal the remaining obstacle is the spread of the spectrum, which a single number cannot cure. The Thomas–Fermi model shows what would: each wave has its own \(\lambda(G)=(G^2+q^2)/G^2\) with \(q^2=4k_F/\pi\), so a step \(\alpha(G)=G^2/(G^2+q^2)\) makes \(1-\alpha(G)\lambda(G)=0\) for every wave of that model. Long waves then take short steps, and short waves are no longer held back by them. This relies on metallic screening throughout the cell. For the film filling the cell, with zero-slope waves, it reduces the ratio of the extreme eigenvalues from about 50 to about 3. Where the cell contains vacuum, long waves there are not screened and the short step only slows them: with 15 bohr of vacuum on each side of the film the ratio is about 80, worse than with a single \(\alpha\).

## Values computed for the example and the checks

```
film thickness: 30.0 bohr, grid spacing: 0.25 bohr
Fermi energy: 0.25 Ry, Fermi wavevector: 0.50 1/bohr
occupied subbands: 4
subband energies: [0.011  0.0439 0.0986 0.1753 0.2738] Ry
electrons per area: 0.10683 1/bohr^2
density at film centre: 0.00414 1/bohr^3
smallest dielectric eigenvalue: 0.9413
three largest eigenvalues: [46.614 11.695  5.259]
finer grid, smallest and largest: 0.9413 46.581
condition number kappa: 49.520
overlap of top mode with cos(pi x/L): 0.9994
stability bound 2/lam_max: 0.04291
optimal alpha, formula: 0.04206, search: 0.04206
best error factor, formula: 0.96041, search: 0.96041
alpha/bound, measured error factor, formula:
  0.250  0.98990  0.98990
  0.500  0.97981  0.97981
  0.900  0.96365  0.96365
  0.999  0.99800  0.99800
  1.001  1.00200  1.00200
  1.200  1.40000  1.40000
response against finite difference, relative error: 4.2e-08
v against nonlinear SCF, relative error: 3.9e-07
nonlinear SCF steps at optimal alpha: 348
target relative error: 1e-06
guaranteed steps at optimal alpha: 342.0
steps used at optimal alpha: 323
steps used at half the optimal alpha: 609
relative error after 100 steps at 1.02 bound: 2.092e+01
relative error after 500 steps at 1.02 bound: 1.361e+08
symmetric source at 1.05 bound:
  lowest relative residual 2.1e-05 at step 247
  relative residual at last step 1199: 3.0e+34
smallest eigenvalue, exchange kernel times 20: -8.816
L (bohr), lam_min, lam_max, Thomas-Fermi, optimal alpha, factor:
  30  0.9413  46.61  59.05  0.04206  0.96041
  60  0.9402  208.69  233.21  0.00954  0.99103
  120  0.9399  881.67  929.84  0.00227  0.99787
growth exponents of lam_max - 1 per doubling: [2.187 2.084]
```
